\section*{Zero Forces on an Adsorbate Do Not Prove a Stable Geometry}

\section{An adsorbate at rest on a symmetric site}

An ammonia molecule binds through its nitrogen atom to a boron site, as may happen when hexagonal boron nitride (hBN) is grown from the vapour. A geometry relaxation moves the atoms until every force is below a threshold, here $0.10$ eV/nm, and stops. Has it found the structure in which the adsorbate rests?

Let $E(\mathbf R)$ be the ground-state electronic energy, including nuclear repulsion, as a function of all nuclear coordinates $\mathbf R$. The forces are $\mathbf F=-\nabla E$. Vanishing forces say that $E$ is stationary; they do not say whether it rises or falls when the atoms are displaced. The following case has vanishing forces and is unstable.

\section{The counter-example}

\subsection{Two geometries without forces}

The site is represented by BH$_3$, so that site and adsorbate together form the molecule H$_3$N--BH$_3$, ammonia borane, which is itself used as a precursor for hBN. The energy is computed by restricted Hartree--Fock theory in the minimal STO-3G basis. This level leaves out electron correlation and has a small basis; it defines a smooth energy surface on which the question can be settled.

The boron and nitrogen atoms lie on a common axis. Three hydrogens form a ring of radius $\rho_B$ around the axis on the boron side, and three form a ring of radius $\rho_N$ on the nitrogen side. Let $\theta$ be the angle by which the nitrogen ring is twisted relative to the boron ring. At $\theta=0$ the hydrogens face each other (eclipsed); at $\theta=60^\circ$ they face the gaps (staggered). Solving for zero force in each arrangement gives:

\begin{center}
\begin{tabular}{lcc}
 & eclipsed & staggered\\
B--N distance (nm) & 0.1678 & 0.1659\\
$\rho_B$ (nm) & 0.1125 & 0.1126\\
$\rho_N$ (nm) & 0.0957 & 0.0959\\
largest force (eV/nm) & 0.0015 & 0.0002
\end{tabular}
\end{center}

Both geometries pass the force threshold by a wide margin. The forces give no reason to prefer one to the other.

\subsection{Why the eclipsed geometry feels no torque}

A mirror plane through the axis and one hydrogen of each ring maps the eclipsed molecule onto itself and turns a twist $\theta$ into $-\theta$. With the other shape parameters held fixed, $E(\theta)=E(-\theta)$. Differentiating gives $E'(\theta)=-E'(-\theta)$, so $E'(0)=0$. The torque $-E'(0)$ vanishes whatever the bond lengths are.

The starting geometry of the eclipsed search shows this: its largest atomic force was $19.29$ eV/nm, while its torque was $1.5\times10^{-14}$ eV/rad, which is rounding error. A steepest-descent relaxation started there has nothing to turn the rings, apart from numerical noise, and it ends at the eclipsed geometry.

\subsection{The curvature of the twist}

The next term decides. Define $k=d^2E/d\theta^2$ at $\theta=0$. The analytic second derivatives give
\begin{equation}
k=-0.3975\ \text{eV/rad}^2 .
\end{equation}
For a small twist the energy is $E(0)+\tfrac12k\theta^2$, which is lower than $E(0)$ on both sides. The eclipsed geometry is therefore not a minimum.

The forces themselves confirm this once the symmetry is broken. The torque in the direction of increasing $\theta$ is
\begin{equation}
\tau=-\frac{dE}{d\theta}\simeq-k\theta .
\end{equation}
At $\theta=2.0^\circ=0.0349$ rad this gives $0.3975\times0.0349=0.0139$ eV/rad. The torque obtained from the computed atomic forces at that twist is $0.01385$ eV/rad. It is positive for positive $\theta$, so it drives the adsorbate further from the eclipsed position.

This twisted geometry would also pass the force test. The torque is shared by three hydrogens at distance $\rho_N$ from the axis, so each feels a tangential force
\begin{equation}
f=\frac{|k|\theta}{3\rho_N}
=\frac{0.3975\times0.0349}{3\times0.0957}\ \text{eV/nm}
=0.048\ \text{eV/nm},
\end{equation}
in agreement with the largest computed force, $0.0483$ eV/nm. By this linear law the force on these hydrogens reaches $0.10$ eV/nm at a twist of about $4.1^\circ$. Breaking the symmetry by a degree or two is thus no safeguard at this threshold. A relaxation started from the eclipsed stationary geometry twisted by $2^\circ$ stops at once, and a quasi-Newton relaxation from the unrelaxed starting geometry twisted by $2^\circ$ stops at a twist of about $2.2^\circ$.

\subsection{From twist curvature to Hessian eigenvalue}

The Hessian is the matrix $H_{ij}=\partial^2E/\partial R_i\partial R_j$. To find its eigenvalue for the twist, let the nitrogen ring turn by $\theta_N$ and the boron ring by $\theta_B$. Turning both together is a rigid rotation and costs nothing, so to second order the energy change is $\tfrac12k(\theta_N-\theta_B)^2$.

Each hydrogen on nitrogen moves by $\rho_N\theta_N$. The Cartesian length of the displacement of all three is $s_N=\sqrt{3\rho_N^2\theta_N^2}=\sqrt3\,\rho_N\theta_N$, and likewise $s_B=\sqrt3\,\rho_B\theta_B$. Hence
\begin{equation}
\Delta E=\frac k2\left(\frac{s_N}{\sqrt3\rho_N}-\frac{s_B}{\sqrt3\rho_B}\right)^2 .
\end{equation}
The matrix of second derivatives in $(s_N,s_B)$ is $k\,\mathbf w\mathbf w^T$ with $\mathbf w=(1/\sqrt3\rho_N,\,-1/\sqrt3\rho_B)$. Its eigenvalues are zero, for the rigid rotation, and
\begin{equation}
\lambda_{\rm free}=k|\mathbf w|^2=k\left(\frac1{3\rho_N^2}+\frac1{3\rho_B^2}\right).
\end{equation}
If the site is held fixed, $s_B=0$ and $\lambda_{\rm fixed}=k/(3\rho_N^2)$. No other displacement mixes with these two. They are the displacements that keep the threefold axis and change sign under the mirrors, and a symmetric Hessian cannot couple them to displacements of another symmetry.

With the radii above,
\begin{align}
\lambda_{\rm fixed}&=\frac{-0.3975}{3(0.0957)^2}=-14.5\ \text{eV/nm}^2,\\
\lambda_{\rm free}&=-14.5-\frac{0.3975}{3(0.1125)^2}=-25.0\ \text{eV/nm}^2 .
\end{align}
Diagonalizing the complete Hessians gives $-14.47$ and $-24.95$ eV/nm$^2$. In the free cluster this is the one negative eigenvalue of the eclipsed form; the next is $+305$ eV/nm$^2$. The staggered form has none, its lowest eigenvalue being $+26.90$ eV/nm$^2$. The eclipsed geometry is a saddle and the staggered one a minimum, at this level of theory.

\subsection{Partial tests that miss the instability}

Suppose one atom at a time is displaced from the eclipsed geometry while the others are held. The lowest curvature found in this way, over all atoms and directions, is $+519$ eV/nm$^2$, for a hydrogen on boron; among the adsorbate atoms it is $+574$ eV/nm$^2$. Every atom returns when nudged, yet the structure is unstable.

The reason lies in the coupling between atoms. Let $a$ be the curvature for a tangential displacement of one hydrogen on nitrogen, and $b$ the coupling between the tangential displacements of two of them. The normalized twist moves each by $1/\sqrt3$. Its curvature is the sum of three diagonal and six off-diagonal terms, each with weight $1/3$:
\begin{equation}
\lambda_{\rm fixed}=\tfrac13(3a+6b)=a+2b .
\end{equation}
Since $a\ge519$ eV/nm$^2$, it follows that $b=(\lambda_{\rm fixed}-a)/2\le(-14.5-519)/2\simeq-267$ eV/nm$^2$. The Hessian elements themselves are $a\simeq773$ and $b\simeq-394$ eV/nm$^2$. Moving one hydrogen alone strains the molecule strongly; moving all three together removes that strain and exposes the small negative curvature.

A test restricted to symmetric displacements fails as well. When the two ring radii, the two ring heights and the B--N distance are varied at $\theta=0$ with the boron atom held in place, the lowest curvature is $+286$ eV/nm$^2$; with the overall translation removed instead, it is $+602$ eV/nm$^2$. Within this restricted set the saddle is a true minimum.

\section{The correct statement and its proof}

Assume that the electronic state is non-degenerate and that $E$ is twice continuously differentiable near $\mathbf R_0$. At a crossing of electronic states the surface can have a cusp, and what follows does not apply.

\emph{Statement.} Let $\mathbf F(\mathbf R_0)=0$, and let $H$ be the Hessian over all movable coordinates, with rigid translations and rotations removed if the system is free. (i) If all eigenvalues are positive, $\mathbf R_0$ is a strict local minimum, up to rigid motion. (ii) If one eigenvalue is negative, $\mathbf R_0$ is not a minimum. (iii) If the lowest eigenvalue is zero, the Hessian does not decide.

\subsection{Proof}

Taylor's theorem with $\nabla E(\mathbf R_0)=0$ gives
\begin{equation}
E(\mathbf R_0+\mathbf d)-E(\mathbf R_0)=\tfrac12\mathbf d^TH\mathbf d+r(\mathbf d),
\qquad \frac{r(\mathbf d)}{|\mathbf d|^2}\to0 .
\label{eq:taylor}
\end{equation}

(i) Let $\lambda_1>0$ be the lowest eigenvalue. Expanding $\mathbf d$ in eigenvectors shows $\mathbf d^TH\mathbf d\ge\lambda_1|\mathbf d|^2$. For small enough $|\mathbf d|$ the remainder obeys $|r|\le\tfrac14\lambda_1|\mathbf d|^2$. The energy change is then at least $\tfrac14\lambda_1|\mathbf d|^2$, which is positive for $\mathbf d\neq0$.

(ii) Let $H\mathbf v=\lambda\mathbf v$ with $|\mathbf v|=1$ and $\lambda<0$. For $\mathbf d=s\mathbf v$ the energy change is $\tfrac12\lambda s^2+r$, which is negative for all small $s\neq0$. Lower energies therefore lie arbitrarily close to $\mathbf R_0$.

(iii) The functions $x^2+y^4$ and $x^2-y^4$ have the same Hessian at the origin, with eigenvalues $2$ and $0$. The first has a minimum there. The second falls along $y$. Higher derivatives are needed.

For a free cluster, rigid motions must be set aside. The gradient vanishes at every rigidly moved copy of $\mathbf R_0$; differentiating this along a rigid displacement $\mathbf u$ gives $H\mathbf u=0$. These zero eigenvalues carry no information about stability. Any nearby geometry can be translated and rotated until its distance from $\mathbf R_0$ is smallest, and its displacement is then orthogonal to all $\mathbf u$. Part (i) applies to such displacements. An adsorbate on a site held fixed at three or more non-collinear atoms has no such free motions; with only the boron atom fixed, three free rotations remain.

\subsection{What parts of the Hessian can show}

In this subsection $H$ is the Hessian over all coordinates, with rigid motions left in. Its lowest eigenvalue is the smallest value of $\mathbf d^TH\mathbf d$ over all unit vectors. If some atoms are frozen, the same expression is minimized over fewer vectors, so
\begin{equation}
\lambda_{\min}(H)\le\lambda_{\min}(H_{\rm part}) .
\end{equation}
A negative eigenvalue of a partial Hessian therefore proves instability of the whole, while a positive partial Hessian proves stability against the included displacements alone. The values $+574$, $-14.47$ and $-24.95$ eV/nm$^2$, for one moving atom of the adsorbate, the whole adsorbate and a fully free cluster, follow this order. The inequality need not hold once rigid motions are removed: for the staggered form the adsorbate alone gives $+15.59$ eV/nm$^2$, which lies above the zero eigenvalues of the rigid motions but below the $+26.90$ eV/nm$^2$ that remains after their removal.

It also follows that the full Hessian is not needed to reject a geometry. One direction with negative curvature suffices, and the torque at $2^\circ$ supplied it. To establish a minimum through second derivatives, all movable directions must be covered.

\subsection{Vibrational frequencies carry the same signs}

Vibrations are obtained from $M^{-1/2}HM^{-1/2}$, where $M$ is the diagonal matrix of masses. Setting $\mathbf x=M^{1/2}\mathbf d$ gives $\mathbf x^TM^{-1/2}HM^{-1/2}\mathbf x=\mathbf d^TH\mathbf d$. A subspace on which one form is negative is mapped to a subspace of equal dimension on which the other is negative. The number of negative eigenvalues is the same, and each appears as an imaginary frequency.

For the twist, let $I_N=3m_H\rho_N^2$ and $I_B=3m_H\rho_B^2$ be the moments of inertia of the rings. The equations of motion are $I_N\ddot\theta_N=-k(\theta_N-\theta_B)$ and $I_B\ddot\theta_B=k(\theta_N-\theta_B)$. Dividing each by its moment of inertia and subtracting gives
\begin{equation}
\ddot\theta=-\omega^2\theta,\qquad
\omega^2=k\left(\frac1{I_N}+\frac1{I_B}\right).
\end{equation}
Here $k<0$, so $\omega$ is imaginary, with $\hbar|\omega|=32.2$ meV for the free cluster; with the site held fixed, $\omega^2=k/I_N$ and $\hbar|\omega|=24.5$ meV. A small twist grows exponentially instead of oscillating.

\section{How much the distinction matters}

The threefold symmetry suggests the form $E(\theta)=\tfrac12V(1+\cos3\theta)$ for a twist with all other shape parameters frozen. Its second derivative at $\theta=0$ is $-\tfrac92V$, so $V=-2k/9=0.0883$ eV. The computed energy drop for a rigid twist from $0$ to $60^\circ$ is $0.0874$ eV, about 1\% less. When both forms are relaxed, the eclipsed one lies $0.0919$ eV above the staggered one. This difference is taken as the barrier to rotation.

At the same two geometries, the larger 6-31G* basis gives $0.0823$ eV in Hartree--Fock theory and $0.0940$ eV with second-order perturbation theory (MP2) for correlation. These values are not converged in the basis: def2-TZVP moves them to about $0.088$ and $0.090$ eV. The staggered form is lower in each case; the full Hessians were not recomputed at these levels. Relaxing both forms in Hartree--Fock/6-31G* moves the B--N distances to $0.1721$ and $0.1690$ nm, the barrier to $0.079$ eV, the twist curvature to $k\simeq-0.33$ eV/rad$^2$ and $\hbar|\omega|$ to about $29$ meV. The sign of $k$ is kept, but its size changes by about 16\%. In the STO-3G model, harmonic zero-point energy lowers the barrier from $0.092$ to $0.079$ eV. The crossover to deep tunnelling lies near $T_c=\hbar|\omega|/2\pi k_B=59$ K for the free cluster and near $45$ K with the site held fixed. For the free cluster, a one-dimensional semiclassical estimate on the cosine barrier puts about half of the flux below the barrier top at $2T_c$ and about 14\% at 350 K, so passage over the top dominates at the temperatures of use.

Rough typical temperatures are 350 K for a heated ammonia borane source and 1300 K for hBN growth. At 350 K the STO-3G barrier, without zero-point energy, is about $3\,k_BT$, and the adsorbate spends most of its time near staggered orientations. At 1300 K it is about $0.8\,k_BT$. The eclipsed form is still a saddle, but the thermal energy exceeds the barrier, and a harmonic treatment of the twist is no longer justified. Nor does a positive Hessian guarantee that the molecule stays on the site. The binding energy, $1.54$ eV in Hartree--Fock/6-31G* with unrelaxed fragments, is about $50\,k_BT$ at 350 K but only about $14\,k_BT$ at 1300 K. This value is rough. Relaxing the fragments alone reduces it to about $0.9$ eV, or about $29\,k_BT$ and $8\,k_BT$. Relaxing the complex in the same basis as well gives about $1.0$ eV, or about $34\,k_BT$ and $9\,k_BT$. The def2-TZVP basis lowers the binding by about $0.1$ eV, and MP2 raises it by about $0.5$ eV.

For the free molecule, the measured rotation barrier is roughly $0.1$ eV, the size found here. A real growth site differs more. A boron atom at an hBN edge is bonded to the layer, may touch a metal substrate, and need not have threefold symmetry. The twist curvature can then change in size, and the favoured orientation can shift; the cluster does not tell by how much. Releasing the site in this model changes the negative eigenvalue from $-14.5$ to $-25.0$ eV/nm$^2$, but only through the factor $1+\rho_N^2/\rho_B^2$: the twist is shared between the two rings, and $k$ is unchanged. That a positive Hessian of the adsorbate alone is not enough in a slab calculation follows from the inequality for partial Hessians, not from these numbers. To establish a minimum through second derivatives, the Hessian must include every atom that is free to move; a lowest eigenvalue that seems to settle as atoms are added is a useful sign, but not a proof.

\section*{Table of computed values}
\begin{verbatim}
NH3 on BH3, RHF/STO-3G unless another level is named
Unrelaxed eclipsed: largest force 19.29 eV/nm
Unrelaxed eclipsed: |torque| 1.5e-14 eV/rad
Eclipsed: B-N distance 0.1678 nm
Eclipsed: H ring on B, radius 0.1125, depth 0.0290 nm
Eclipsed: H ring on N, radius 0.0957, height 0.0385 nm
Eclipsed: largest force 1.5e-03 eV/nm
Eclipsed: negative eigenvalues, free cluster 1
Eclipsed: lowest two, free -24.95, 305.07 eV/nm^2
Eclipsed: lowest, site fixed -14.47 eV/nm^2
Eclipsed: lowest, one atom moving 519.0 eV/nm^2
Eclipsed: lowest, symmetric moves 286.0 eV/nm^2
Staggered: B-N distance 0.1659 nm
Staggered: H ring on B, radius 0.1126, depth 0.0286 nm
Staggered: H ring on N, radius 0.0959, height 0.0381 nm
Staggered: largest force 1.7e-04 eV/nm
Staggered: negative eigenvalues, free cluster 0
Staggered: lowest two, free 26.90, 263.97 eV/nm^2
Staggered: lowest, site fixed 15.59 eV/nm^2
Staggered: lowest, one atom moving 526.2 eV/nm^2
Staggered: lowest, symmetric moves 294.8 eV/nm^2
Overlap of negative mode with twist: 1.00000
Twist curvature k, Hessian: -0.3975 eV/rad^2
Twist curvature k, energies: -0.3969 eV/rad^2
Formula, site fixed: -14.47 eV/nm^2
Formula, site free: -24.95 eV/nm^2
Free eigenvalue from energies: -24.39 eV/nm^2
Force threshold: 0.10 eV/nm
Twist 2.0 deg: largest force 0.0483 eV/nm
Twist 2.0 deg: torque 0.01385 eV/rad
Twist 2.0 deg: linear law 0.01388 eV/rad
Angle at which H force meets threshold: 4.14 deg
Rigid twist energy: 0.0874 eV
Cosine estimate -2k/9: 0.0883 eV
Relaxed barrier, RHF/STO-3G: 0.0919 eV
Single-point barrier, RHF/6-31G*: 0.0823 eV
Single-point barrier, MP2/6-31G*: 0.0940 eV
Imaginary twist quantum, size: 32.17 meV
Same from moments of inertia: 32.16 meV
Lowest staggered quantum: 33.40 meV
Zero-point change of barrier: -0.0128 eV
Tunnelling crossover temperature: 59.4 K
Binding, unrelaxed fragments, RHF/6-31G*: 1.540 eV
350 K: kT 0.0302 eV, barrier/kT 3.05, binding/kT 51.0
1300 K: kT 0.1120 eV, barrier/kT 0.82, binding/kT 13.7
\end{verbatim}
